# Mirror parity and the subbands of a trilayer with outer-layer hopping: verification in Python

```python
# RESULT UNDER TEST: three equal layers with adjacent-layer matrix element t
# and outer-layer matrix element tp have subband offsets
#   odd:  -tp        even:  tp/2 +- sqrt(tp^2/4 + 2 t^2)
# relative to the common in-plane band. Parity refers to swapping layers 1 and 3.
# w = weight of an even state on the middle layer = 2 t^2/(2 t^2 + offset^2).
# Energies are in eV, lengths in nm. Material inputs are rough assumed values.
import numpy as np
import sympy as sp
from scipy import constants as const


def trilayer(t, tp):
    return np.array([[0, t, tp], [t, 0, t], [tp, t, 0]], dtype=float)


def offsets(t, tp):
    """Derived formula, in the order lower even, odd, upper even."""
    root = np.sqrt(tp**2 / 4 + 2 * t**2)
    return np.array([tp / 2 - root, -tp, tp / 2 + root])


t, tp = 0.30, 0.05
mirror = np.array([[0, 0, 1], [0, 1, 0], [1, 0, 0]], dtype=float)
H = trilayer(t, tp)
levels, states = np.linalg.eigh(H)
formula = offsets(t, tp)

# Symbolic block form and factorised determinant
ts, tps, lam = sp.symbols("t tp lam", real=True)
Hs = sp.Matrix([[0, ts, tps], [ts, 0, ts], [tps, ts, 0]])
r = 1 / sp.sqrt(2)
basis = sp.Matrix([[r, r, 0], [-0, 0, 1], [-r, r, 0]])
blocks = sp.simplify(basis.T * Hs * basis)
expected = sp.Matrix([[-tps, 0, 0], [0, tps, sp.sqrt(2) * ts],
                      [0, sp.sqrt(2) * ts, 0]])
assert sp.simplify(blocks - expected) == sp.zeros(3)
determinant = (lam * sp.eye(3) - Hs).det()
assert sp.expand(determinant - (lam + tps) * (lam**2 - tps * lam - 2 * ts**2)) == 0

# Full diagonalization against the formula, including both signs
rng = np.random.default_rng(4)
for a, b in rng.uniform(-1, 1, (200, 2)):
    assert np.allclose(np.linalg.eigvalsh(trilayer(a, b)),
                       np.sort(offsets(a, b)), atol=1e-12)
assert np.allclose(levels, formula, atol=1e-12)
assert np.allclose(np.linalg.eigvalsh(trilayer(-t, tp)), levels, atol=1e-12)
reversed_levels = np.linalg.eigvalsh(trilayer(t, -tp))
assert np.allclose(reversed_levels, -levels[::-1], atol=1e-12)

# Parities and layer weights from the numerical eigenvectors
assert np.allclose(H @ mirror, mirror @ H)
parity = np.array([v @ mirror @ v for v in states.T])
assert np.allclose(parity, [1, -1, 1], atol=1e-12)
middle = states[1]**2
for n in (0, 2):
    assert abs(middle[n] - 2 * t**2 / (2 * t**2 + levels[n]**2)) < 1e-12
assert middle[1] < 1e-20

# Small-tp expansion; the next term is below 1e-6 eV for these values
plain = np.linalg.eigvalsh(trilayer(t, 0))
shifts = levels - plain
second = tp**2 / (8 * np.sqrt(2) * t)
assert np.allclose(shifts, [tp / 2 - second, -tp, tp / 2 + second], atol=1e-6)

# The lowest state changes parity where tp passes t
ground_parity = []
for factor in (0.999, 1.001):
    v = np.linalg.eigh(trilayer(t, factor * t))[1][:, 0]
    ground_parity.append(v @ mirror @ v)
assert np.allclose(ground_parity, [1, -1], atol=1e-9)
crossing = np.linalg.eigvalsh(trilayer(t, t))
assert abs(crossing[1] - crossing[0]) < 1e-12

# Rigid subbands: a finite periodic trilayer assembled bond by bond
nx, ny, J = 4, 5, 0.17
size = 3 * nx * ny
lattice = np.zeros((size, size))


def site(x, y, layer):
    return 3 * ((x % nx) * ny + y % ny) + layer


def bond(i, j, value):
    lattice[i, j] += value
    lattice[j, i] += value


for x in range(nx):
    for y in range(ny):
        for layer in range(3):
            bond(site(x, y, layer), site(x + 1, y, layer), J)
            bond(site(x, y, layer), site(x, y + 1, layer), J)
        bond(site(x, y, 0), site(x, y, 1), t)
        bond(site(x, y, 1), site(x, y, 2), t)
        bond(site(x, y, 0), site(x, y, 2), tp)
predicted = [2 * J * (np.cos(2 * np.pi * p / nx) + np.cos(2 * np.pi * q / ny)) + e
             for p in range(nx) for q in range(ny) for e in formula]
assert np.allclose(np.linalg.eigvalsh(lattice), np.sort(predicted), atol=1e-11)

# Remote orbitals, one per layer, coupled to main orbitals of adjacent layers
remote_gap = 2.0
pattern = np.array([[0, 1, 0], [1, 0, 1], [0, 1, 0]], dtype=float)


def folding_error(gap):
    V = np.sqrt(tp * gap) * pattern
    full = np.block([[trilayer(t, 0), V], [V.T, -gap * np.eye(3)]])
    effective = trilayer(t, tp) + np.diag([tp, 2 * tp, tp])
    return np.max(np.abs(np.linalg.eigvalsh(full)[3:]
                         - np.linalg.eigvalsh(effective)))


assert folding_error(200.0) < 1e-3
assert folding_error(2000.0) < folding_error(200.0) / 5
remote_coupling = np.sqrt(tp * remote_gap)

# Middle-layer offset: first-order law, then the full shift for delta = tp
delta = tp
small = 1e-5
slope = (np.linalg.eigvalsh(H + np.diag([0, small, 0]))
         - np.linalg.eigvalsh(H - np.diag([0, small, 0]))) / (2 * small)
assert np.allclose(slope, middle, atol=1e-7)
offset_shift = np.linalg.eigvalsh(H + np.diag([0, delta, 0])) - levels

# Perpendicular field: second-order law, then the full shift
spacing, field = 0.65, 1.0                 # nm, MV/cm
u = field * 0.1 * spacing                  # 1 MV/cm = 0.1 V/nm
law = (1 - middle[2]) / (levels[2] - levels[1])
probe = 1e-3
probe_shift = np.linalg.eigvalsh(H + np.diag([probe, 0, -probe]))[2] - levels[2]
assert abs(probe_shift / (law * probe**2) - 1) < 1e-3
field_levels, field_states = np.linalg.eigh(H + np.diag([u, 0, -u]))
field_shift = field_levels - levels
odd_vector = np.array([1, 0, -1]) / np.sqrt(2)
odd_mixing = (odd_vector @ field_states[:, 2])**2

# Thermal wavevector and interference of three lateral hopping paths
temperature, mass, lattice_constant = 300.0, const.m_e, 0.32
kT = const.k * temperature / const.e
k_thermal = np.sqrt(2 * mass * const.k * temperature) / const.hbar * 1e-9
angles = 2 * np.pi * np.arange(3) / 3
path_x = lattice_constant / np.sqrt(3) * np.cos(angles)


def path_factor(k):
    return np.mean(np.exp(1j * k * path_x))


k_small = 0.1
reduction = 1 - abs(path_factor(k_small))
assert abs(reduction / (k_small**2 * lattice_constant**2 / 12) - 1) < 1e-2
f = path_factor(k_thermal)
H_k = np.array([[0, t * f, tp], [t * np.conj(f), 0, t * np.conj(f)],
                [tp, t * f, 0]])
assert np.allclose(H_k, H_k.conj().T)
assert np.allclose(H_k @ mirror, mirror @ H_k)
k_shift = np.linalg.eigvalsh(H_k)[2] - levels[2]

# Broadening and filling of the second hole subband
mobility = 100.0                           # cm2/Vs
broadening = const.hbar / (mobility * 1e-4 * mass)
hole_gap = levels[2] - levels[1]
population = np.exp(-hole_gap / kT)
dos = mass / (np.pi * const.hbar**2) * const.e * 1e-4
thermal_density = dos * kT
filling_density = dos * hole_gap

print(f"adjacent-layer hopping t: {t:.2f} eV")
print(f"outer-layer hopping tp: {tp:.2f} eV")
print(f"square root in even levels: {np.sqrt(tp**2/4 + 2*t**2):.6f} eV")
for name, n in (("upper even", 2), ("odd", 1), ("lower even", 0)):
    print(f"{name}: offset {levels[n]:+.6f} eV, parity {parity[n]:+.0f}")
    print(f"  middle-layer weight {middle[n]:.4f}, each outer {states[0, n]**2:.4f}")
    print(f"  offset without tp {plain[n] + 0.0:+.6f} eV")
    print(f"  shift due to tp {1000*shifts[n]:+.3f} meV")
print(f"sum of offsets: {abs(levels.sum()):.6f} eV")
print(f"spacing upper even to odd: {hole_gap:.4f} eV")
print(f"spacing odd to lower even: {levels[1]-levels[0]:.4f} eV")
print("offsets for reversed tp: "
      + ", ".join(f"{e:+.4f}" for e in reversed_levels) + " eV")
print(f"second-order part of even shifts: {1000*second:.3f} meV")
print("levels at tp = t: " + ", ".join(f"{e:+.4f}" for e in crossing) + " eV")
print("Rough inputs and sizes of neglected effects")
print(f"assumed remote gap: {remote_gap:.1f} eV")
print(f"remote coupling that gives tp: {remote_coupling:.3f} eV")
print(f"largest folding error at this gap: {1000*folding_error(remote_gap):.1f} meV")
print(f"assumed middle-layer offset: {1000*delta:.0f} meV")
print("its shifts, lower even / odd / upper even: "
      + ", ".join(f"{1000*e:+.2f}" for e in offset_shift + 0.0) + " meV")
print(f"layer spacing: {spacing:.2f} nm; internal field: {field:.1f} MV/cm")
print(f"potential step per layer: {1000*u:.1f} meV")
print("field shifts, lowest to highest: "
      + ", ".join(f"{1000*e:+.2f}" for e in field_shift) + " meV")
print(f"second-order field shift of top level: {1000*law*u**2:.2f} meV")
print(f"odd weight mixed into top state: {100*odd_mixing:.2f} percent")
print(f"temperature: {temperature:.0f} K; kT: {1000*kT:.2f} meV")
print(f"assumed hole mass: {mass/const.m_e:.1f} electron masses")
print(f"lattice constant: {lattice_constant:.2f} nm")
print(f"thermal wavevector: {k_thermal:.3f} 1/nm")
print(f"hopping reduction there: {100*(1-abs(f)):.2f} percent")
print(f"top-level shift from it: {1000*k_shift:+.2f} meV")
print(f"assumed mobility: {mobility:.0f} cm2/Vs")
print(f"lifetime broadening hbar/tau: {1000*broadening:.1f} meV")
print(f"second/top hole population ratio, nondegenerate: {population:.1e}")
print(f"density scale for degeneracy: {thermal_density:.2e} 1/cm2")
print(f"density to reach second subband at 0 K: {filling_density:.2e} 1/cm2")
print("every check passed")
```

Running it gives:

```
adjacent-layer hopping t: 0.30 eV
outer-layer hopping tp: 0.05 eV
square root in even levels: 0.425000 eV
upper even: offset +0.450000 eV, parity +1
  middle-layer weight 0.4706, each outer 0.2647
  offset without tp +0.424264 eV
  shift due to tp +25.736 meV
odd: offset -0.050000 eV, parity -1
  middle-layer weight 0.0000, each outer 0.5000
  offset without tp -0.000000 eV
  shift due to tp -50.000 meV
lower even: offset -0.400000 eV, parity +1
  middle-layer weight 0.5294, each outer 0.2353
  offset without tp -0.424264 eV
  shift due to tp +24.264 meV
sum of offsets: 0.000000 eV
spacing upper even to odd: 0.5000 eV
spacing odd to lower even: 0.3500 eV
offsets for reversed tp: -0.4500, +0.0500, +0.4000 eV
second-order part of even shifts: 0.737 meV
levels at tp = t: -0.3000, -0.3000, +0.6000 eV
Rough inputs and sizes of neglected effects
assumed remote gap: 2.0 eV
remote coupling that gives tp: 0.316 eV
largest folding error at this gap: 20.1 meV
assumed middle-layer offset: 50 meV
its shifts, lower even / odd / upper even: +25.74, +0.00, +24.26 meV
layer spacing: 0.65 nm; internal field: 1.0 MV/cm
potential step per layer: 65.0 meV
field shifts, lowest to highest: -5.63, +1.18, +4.45 meV
second-order field shift of top level: 4.47 meV
odd weight mixed into top state: 0.88 percent
temperature: 300 K; kT: 25.85 meV
assumed hole mass: 1.0 electron masses
lattice constant: 0.32 nm
thermal wavevector: 0.824 1/nm
hopping reduction there: 0.58 percent
top-level shift from it: -2.45 meV
assumed mobility: 100 cm2/Vs
lifetime broadening hbar/tau: 11.6 meV
second/top hole population ratio, nondegenerate: 4.0e-09
density scale for degeneracy: 1.08e+13 1/cm2
density to reach second subband at 0 K: 2.09e+14 1/cm2
every check passed
```
